# Strong confinement of an electron–hole pair in a spherical nanocrystal, part 2

An electron and a hole (masses $m_e$, $m_h$) attract each other inside a sphere of radius $R$ with an infinitely high wall and uniform relative permittivity $\epsilon$. Hartree atomic units are used, with energies $E$ measured from the bulk gap $E_g$. Define $1/\mu = 1/m_e + 1/m_h$, $a = \epsilon/\mu$, $g = R/a$ and $\mathrm{Ry}^* = \mu/(2\epsilon^2)$.

In units of $R$, the positions are $\mathbf x_e$, $\mathbf x_h$, with radii $x$, $y$, angle $\theta$ between them and separation $s$. The scaled Hamiltonian, with kinetic part $T$, is

$$h = \mu R^2 H = -\frac{\alpha_e}{2}\nabla_e^2 - \frac{\alpha_h}{2}\nabla_h^2 - \frac{g}{s},$$

where $\alpha_e = \mu/m_e$ and $\alpha_h = \mu/m_h$.

One-particle states are $[u(x)/x]\,Y_{lm}$ with $u = x\,j_l(zx)$ and $j_l(z)=0$; $z = n\pi$ for $l=0$, and the lowest $l=1$ zero is $4.49341$. The lowest state $\psi_0$ has radial density $p(x) = 2\sin^2\pi x$, with $F(x) = \int_0^xp(y)\,dy = x - \frac{\sin 2\pi x}{2\pi}$. The pair state at $g=0$ is $\Phi = \psi_0(\mathbf x_e)\psi_0(\mathbf x_h)$, with $h_0 = \pi^2/2$; $\langle\cdot\rangle$ averages over $\Phi^2$.

The two-term formula, a strict upper bound on the model's energy, is

$$E = \frac{\pi^2}{2\mu R^2} - \frac{C}{\epsilon R}, \qquad C = 2 - \frac{\mathrm{Si}(2\pi)}{\pi} + \frac{\mathrm{Si}(4\pi)}{2\pi} = 1.7860732,$$

with $\mathrm{Si}$ the sine integral. Its Coulomb-to-kinetic ratio is $0.36193\,g$. In SI units it reads $\hbar^2\pi^2/(2\mu R^2) - Ce^2/(4\pi\epsilon_0\epsilon R)$.

The next term is $-\gamma\,\mathrm{Ry}^*$, with

$$\gamma = 2\sum_{n\ne0}\frac{V_n^2}{\Delta_n}, \qquad V_n = \langle n|1/s|\Phi\rangle,$$

where $\Delta_n = \tfrac12[\alpha_e(z_e^2 - \pi^2) + \alpha_h(z_h^2 - \pi^2)]$. For trial functions $\Phi G$,

$$\langle\Phi G|T - h_0|\Phi G\rangle = K[G] \equiv \frac12\big\langle\alpha_e|\nabla_eG|^2 + \alpha_h|\nabla_hG|^2\big\rangle .$$

The Hylleraas functional $J[f] = K[f] - 2\langle f\,(1/s - C)\rangle$ has minimum $-\gamma/2$. With $D = \langle s\rangle = 0.699322$, a mass-independent bound is $\gamma \ge 4(CD - 1)^2 = 0.2481$. Larger trial spaces give $\gamma \approx 0.3063$ for $m_h/m_e = 3.462$.

The CdSe example takes $m_e = 0.13$, $m_h = 0.45$, $\epsilon = 10.6$, $E_g = 1.74$ eV. The formula is to be compared with a numerical solution for $R$ from 1 to 5 nm, and with real crystals of radius near 2 nm.

### Solving the model numerically

Two independent variational calculations give the lowest eigenvalue of $h$ at finite $g$.

The first is configuration interaction. The Hamiltonian is invariant under a common rotation of both particles, and the ground state connects to $\Phi$, so it has total angular momentum zero and depends only on $x$, $y$ and $\theta$. The basis functions are $[u_{nl}(x)/x]\,[u_{n'l}(y)/y]\,\sqrt{2l+1}\,P_l(\cos\theta)/(4\pi)$ with normalized radial functions. The angular factor is proportional to $\sum_mY_{lm}(\hat{\mathbf x}_e)Y^*_{lm}(\hat{\mathbf x}_h)$ by the addition theorem, so these are eigenfunctions of $T$. For a function of $\theta$ alone, $\int d\Omega_ed\Omega_h = 8\pi^2\int d(\cos\theta)$, and $\int P_l^2\,d(\cos\theta) = 2/(2l+1)$ then shows the angular factor to be normalized. The generating function of the Legendre polynomials gives $1/s = \sum_k(x_<^k/x_>^{k+1})P_k(\cos\theta)$, so a matrix element of $1/s$ is a sum over $k$ of the angular factor $\tfrac12\sqrt{(2l+1)(2l'+1)}\int P_lP_kP_{l'}\,d(\cos\theta)$ times a double radial integral. With $l\le9$ and 10 radial functions per particle and per $l$ there are 1000 states.

The second uses $\Psi = \Phi G$ with $G$ a polynomial in $x$, $y$ and $s$ of total degree up to six, 84 functions in all. The kinetic matrix comes from the bilinear form of $K$. The chain rule gives $\nabla_eG = G_x\hat{\mathbf x}_e + G_s(\mathbf x_e - \mathbf x_h)/s$, and the two unit vectors have the scalar product $(x - y\cos\theta)/s = (x^2 + s^2 - y^2)/(2xs)$, using $y\cos\theta = (x^2 + y^2 - s^2)/(2x)$. Odd powers of $s$ describe the cusp of the wave function at $s = 0$, which a truncated Legendre expansion reaches only slowly. The truncated sum over states gives a slightly smaller $\gamma$ than the Hylleraas minimum in the polynomial basis: 0.3059 against 0.3063 for the CdSe mass ratio. Both are lower bounds to $\gamma$, so the larger is the better.

### CdSe: the scales

In the arithmetic that follows, results are quoted from unrounded intermediate values, so a last digit may differ by one or two units from what the displayed factors give. The conversions are 1 hartree = 27.2114 eV and 1 bohr = 0.052918 nm, and mHa stands for millihartree.

$$\mu = \frac{0.13\times0.45}{0.13 + 0.45} = 0.10086, \qquad \alpha_e = 0.7759, \qquad \alpha_h = 0.2241,$$

$$a = \frac{10.6}{0.10086} = 105.09\ \text{bohr} = 5.561\ \text{nm}, \qquad \mathrm{Ry}^* = \frac{0.10086}{2\times10.6^2} = 0.4488\ \text{mHa} = 12.21\ \text{meV}.$$

The second-order term is $\gamma\,\mathrm{Ry}^* = 0.3063\times0.4488 = 0.1375$ mHa $= 3.74$ meV at every radius. The gap is $1.74/27.2114 = 63.944$ mHa.

For $R = 2$ nm, $R = 2/0.052918 = 37.79$ bohr, $g = 37.79/105.09 = 0.360$ and $k = \pi/R = 0.08312$ bohr$^{-1}$. The kinetic energies are

$$\frac{k^2}{2m_e} = \frac{0.08312^2}{2\times0.13} = 26.575\ \text{mHa}, \qquad \frac{k^2}{2m_h} = \frac{0.08312^2}{2\times0.45} = 7.677\ \text{mHa},$$

which sum to 34.252 mHa. The Coulomb term is

$$-\frac{C}{\epsilon R} = -\frac{1.78607}{10.6\times37.79} = -4.458\ \text{mHa} = -0.1213\ \text{eV},$$

a fraction 0.1302 of the kinetic energy, in agreement with $0.36193\,g$. The two-term energy is $34.252 - 4.458 = 29.794$ mHa, the three-term energy is $29.794 - 0.1375 = 29.656$ mHa, and both numerical methods give 29.649 mHa. Adding the gap gives the transition energy, 93.737 mHa or 2.5507 eV from the formula and 93.592 mHa or 2.5468 eV from the numerical solution.

### CdSe: the formula against the model

The terms of the formula, in mHa:

| $R$ (nm) | $R$ (bohr) | $g$ | kinetic | Coulomb | two-term |
|---|---|---|---|---|---|
| 1.0 | 18.90 | 0.180 | 137.007 | −8.917 | 128.091 |
| 1.5 | 28.35 | 0.270 | 60.892 | −5.944 | 54.948 |
| 2.0 | 37.79 | 0.360 | 34.252 | −4.458 | 29.794 |
| 3.0 | 56.69 | 0.539 | 15.223 | −2.972 | 12.251 |
| 4.0 | 75.59 | 0.719 | 8.563 | −2.229 | 6.334 |
| 5.0 | 94.49 | 0.899 | 5.480 | −1.783 | 3.697 |

The comparison with the numerical energy, on which the two methods agree to all digits shown. The error $\delta$ is the two-term value minus the numerical one, and the percentage is taken of the numerical energy without the gap:

| $R$ (nm) | three-term | numerical | $\delta/\mathrm{Ry}^*$ | $\delta$ (meV) | $\delta$ (%) |
|---|---|---|---|---|---|
| 1.0 | 127.953 | 127.950 | 0.314 | 3.84 | 0.11 |
| 1.5 | 54.810 | 54.805 | 0.319 | 3.89 | 0.26 |
| 2.0 | 29.656 | 29.649 | 0.323 | 3.94 | 0.49 |
| 3.0 | 12.113 | 12.102 | 0.332 | 4.05 | 1.23 |
| 4.0 | 6.196 | 6.181 | 0.341 | 4.16 | 2.47 |
| 5.0 | 3.560 | 3.540 | 0.350 | 4.27 | 4.43 |

The error is positive throughout, as the variational bound demands. It is nearly independent of $R$, as the dimensional argument predicts for a second-order term. In units of $\mathrm{Ry}^*$ it rises almost linearly with $g$, with slope about $(0.350 - 0.314)/(0.899 - 0.180) = 0.05$, and following this line back to $g = 0$ gives $0.314 - 0.05\times0.180 = 0.305$, close to $\gamma = 0.306$. This slope is an average over the range of the table. It comes mostly from the $O(g)$ term, whose coefficient from third-order perturbation theory is about 0.045, and higher orders supply the rest. The relative error grows from 0.11% to 4.43% mainly because the energy itself falls.

At $R = 0.9\,a$ the formula is still good to about 4 meV, or 4.43% of the numerical energy. The absolute error stays near $\gamma\,\mathrm{Ry}^*$ and is small in meV because $\mathrm{Ry}^*$ is only 12 meV for these inputs. Measured against the kinetic term $\pi^2\mathrm{Ry}^*/g^2$, the neglected second-order term has relative size $\gamma g^2/\pi^2$, which is $0.306\times0.899^2/9.87 = 0.025$ at 5 nm. Measured against the total energy it is larger, because the Coulomb term cancels about a third of the kinetic term there.

The heavy hole invites a stricter worry. The admixture of a hole-only excitation is $gV_n/\Delta_n$, and $g/\alpha_h = (\mu R/\epsilon)(m_h/\mu) = Rm_h/\epsilon$, so the expansion parameter for these states is $R$ divided by $\epsilon/m_h = 23.56$ bohr $= 1.247$ nm, a length that most radii in the table exceed. The table shows no trouble, and the small prefactor of the lowest such state indicates why; the bound below covers that one state. With the electron left in $\psi_0$, the hole feels a spherical potential, so only $l = 0$ hole states couple, and the lowest has $z_h = 2\pi$ and $\Delta = \alpha_h\,3\pi^2/2 = 14.8\,\alpha_h$, using $3\times4.93480$. Its matrix element $V$ is bounded because the single positive term $2V^2/\Delta$ cannot exceed the truncated sum over states that contains it. For mass ratio 10, where $\alpha_h = 1/11$, that sum is 0.4017, below 0.402, and this gives $V^2\le0.402\times14.8/22 = 0.27$ and $|V|\le0.52$, valid for any masses since $V$ has none in it. The first-order admixture of this state is thus at most $(0.52/14.8)\,Rm_h/\epsilon = 0.035\,Rm_h/\epsilon$, which at 5 nm, where $Rm_h/\epsilon = 94.49/23.56 = 4.0$, is at most 0.14. At fixed $g$ this bound grows as $1/\alpha_h = 1 + m_h/m_e$, so a heavier hole narrows the range of radii in which the expansion is useful.

### CdSe: the model against the material

The first absorption of real CdSe crystals with radius near 2 nm lies at roughly 2.1 eV, a rough figure. The formula gives 2.55 eV and overshoots by roughly half an electronvolt, about a hundred times the 3.94 meV by which it misses the exact energy of the model. The discrepancy therefore lies in the model's assumptions, and higher orders in $g$ cannot remove it.

One assumption can be examined quickly. The electron's kinetic energy, 0.7231 eV, is not small against the gap of 1.74 eV, so the band is not parabolic at $k = \pi/R$. In a two-band $\mathbf k\cdot\mathbf p$ description a conduction state at $E_g$ and a valence state at zero are coupled by $kP$, and the free-electron term $k^2/2$ is dropped. The eigenvalues $\Lambda$ of

$$\begin{pmatrix}E_g & kP\\ kP & 0\end{pmatrix}$$

obey $\Lambda(\Lambda - E_g) = k^2P^2$. For the upper branch put $\Lambda = E_g + E_c$, so that $E_c(E_c + E_g) = k^2P^2$. At small $k$ this gives $E_c = k^2P^2/E_g$, which must equal $k^2/(2m_e)$, so $P^2 = E_g/(2m_e)$. Dividing by $E_g$ and calling $T_e = k^2/(2m_e)$,

$$E_c\Big(1 + \frac{E_c}{E_g}\Big) = T_e, \qquad E_c = \frac{E_g}{2}\Big[\sqrt{1 + \frac{4T_e}{E_g}} - 1\Big],$$

where the positive root is the one that reduces to $T_e$ at small $k$. Using this bulk dispersion at $k = \pi/R$ is an estimate and not a solution of the two-band problem in a sphere. It gives

$$E_c = \frac{63.944}{2}\Big[\sqrt{1 + \frac{4\times26.575}{63.944}} - 1\Big] = 20.196\ \text{mHa} = 0.5496\ \text{eV},$$

a lowering of $26.575 - 20.196 = 6.379$ mHa or 0.1736 eV, larger than the entire Coulomb term. The transition energy becomes 87.359 mHa by this arithmetic, or about 2.4 eV at the accuracy the estimate allows, which closes less than half of the discrepancy. Other effects lie outside the model and are not computed here. A wall of finite height lets the light electron leak out and lowers its kinetic energy. The valence band of CdSe has several branches that confinement mixes, so a single hole mass is a simplification. A surrounding medium of different permittivity adds polarization terms that scale as $1/R$, like the Coulomb term, and the appropriate $\epsilon$ itself depends on how fast the carriers move compared with the lattice vibrations.

### What the numerical check tests

The numerical check below confirms the levels $z = \pi$ and $z = 4.49341$ by finite differences, verifies $F(x)$ and the antiderivative behind $C$ by symbolic differentiation, and tests the shell theorem on a direct angular integral. It obtains $C$ in four further ways. Radial quadrature gives 1.7860732. The momentum-space form uses the Fourier transform $4\pi/q^2$ of $1/s$ and the transform $\tilde\rho(q) = \int_0^1p(x)\,[\sin qx/(qx)]\,dx$ of the density, so that $C = \int d^3q\,(2\pi)^{-3}(4\pi/q^2)\tilde\rho^2 = (2/\pi)\int_0^\infty\tilde\rho^2dq$, and it also gives 1.7860732. Random sampling of pairs gives $1.7880\pm0.0013$, one and a half standard errors from the closed form. The slope $-dh/dg$ of the configuration-interaction eigenvalue gives 1.78608, with a small finite-difference error. For $\gamma$ the program compares the sum over states, the Hylleraas minimum and the $g\to0$ limit of the eigenvalue, and checks the bound 0.2481. At each radius it requires the two numerical energies to agree, to lie below the two-term formula and to be approached more closely by the three-term one, and it evaluates the SI formula against the atomic-unit one. It also checks the two-band root against direct diagonalization of the matrix.

## Computed results

```
Hartree = 27.2114 eV, bohr = 0.052918 nm
first zeros: j0 3.14159, j1 4.49341; pi^2/2 = 4.93480
Si(2pi) = 1.4181516, Si(4pi) = 1.4921612
Si(2pi)/pi = 0.4514117, Si(4pi)/(2pi) = 0.2374848
C closed = 1.7860732, radial = 1.7860732, Fourier = 1.7860732
C Monte Carlo = 1.7880 +- 0.0013, CI slope = 1.78608
2C = 3.57215, 2C/pi^2 = 0.36193, terms equal at R/a = 2.7629
D = <s> = 0.699322 R, CD-1 = 0.24904, bound 4(CD-1)^2 = 0.2481
bases: CI lmax 9, nmax 10, 1000 states; correlated 84 functions
gamma(mh/me = 1.000): sum over states 0.2781, Hylleraas 0.2785
gamma(mh/me = 3.462): sum over states 0.3059, Hylleraas 0.3063
gamma(mh/me = 10.000): sum over states 0.4017, Hylleraas 0.4021
inputs: me = 0.13, mh = 0.45, eps = 10.6, Eg = 1.74 eV = 0.063944 Ha
mu = 0.10086, alpha_e = 0.7759, alpha_h = 0.2241
a = 105.09 bohr = 5.561 nm; eps/mh = 23.56 bohr = 1.247 nm
Ry* = 0.4488 mHa = 12.21 meV; gamma Ry* = 0.1375 mHa = 3.74 meV
R/nm R/bohr g | kin, Coul, 2-term, 3-term, CI, corr. (mHa) | err/Ry*, err/meV, err/%
1.0 18.90 0.180 | 137.007 -8.917 128.091 127.953 127.950 127.950 | 0.314 3.84 0.11
1.5 28.35 0.270 | 60.892 -5.944 54.948 54.810 54.805 54.805 | 0.319 3.89 0.26
2.0 37.79 0.360 | 34.252 -4.458 29.794 29.656 29.649 29.649 | 0.323 3.94 0.49
3.0 56.69 0.539 | 15.223 -2.972 12.251 12.113 12.102 12.102 | 0.332 4.05 1.23
4.0 75.59 0.719 | 8.563 -2.229 6.334 6.196 6.181 6.181 | 0.341 4.16 2.47
5.0 94.49 0.899 | 5.480 -1.783 3.697 3.560 3.540 3.540 | 0.350 4.27 4.43
R = 2 nm: k = pi/R = 0.08312 /bohr, Coulomb/kinetic = 0.1302
  electron kinetic = 26.575 mHa = 0.7231 eV
  hole kinetic = 7.677 mHa = 0.2089 eV
  Coulomb = -4.458 mHa = -0.1213 eV
  Eg + two-term = 93.737 mHa = 2.5507 eV
  Eg + numerical = 93.592 mHa = 2.5468 eV
  electron kinetic, two-band = 20.196 mHa = 0.5496 eV
  two-band lowering = 6.379 mHa = 0.1736 eV
  Eg + two-term, two-band electron = 87.359 mHa = 2.3772 eV
rough observed first absorption near R = 2 nm: ~2.1 eV = ~77 mHa (rough)
overshoot of Eg + two-term over that: ~0.5 eV (rough)
```
